**Stationary boundary between opposite mound facets**

For the conserved current $J=m-m^3+Km''$, where $m$ is the surface slope and $K$ the smoothing coefficient, the program tests the stationary valley $m=\tanh(x/\sqrt{2K})$. It asserts symbolically that the current vanishes at this width, and numerically that the outer facet slopes cannot be joined for three nonzero values of the constant current. A conserved evolution started with twice the correct width relaxes to 1.2650, against the predicted 1.2649, in reduced units for $K=0.8$. In physical units, a boundary-value solver reproduces the width $\ell=\sqrt{2\kappa/\alpha}=4.0$ nm, where $\alpha$ sets the uphill current and $\kappa$ the smoothing. The program also asserts the 0.555 nm corner filling and the fastest-growing mound spacing $2\pi\ell=25.1$ nm. With a trial current that breaks the symmetry between valleys and tops, the widths become 3.1 nm and 5.1 nm. For periodic stationary mounds, the peak slope is 80% of the facet slope at the first spacing and 99.8% at 60 nm.

## Program and output

```python
"""
Result under test: the conserved surface current J = m - m^3 + K m'' vanishes
on the boundary m = tanh(x / sqrt(2K)) between facets of slope -1 and +1.
m: surface slope, x: lateral position, K: smoothing coefficient (reduced units).
Physical form: J = alpha m (1 - m^2/m0^2) + kappa m'', with m0 the facet slope;
the boundary is then m0 tanh(x/ell), ell = sqrt(2 kappa/alpha).
Lengths are in nm and times in s. An optional current lam d(m^2)/dx
breaks the symmetry between valleys and mound tops.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_bvp, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ellipk

# Symbolic current of a tanh profile with arbitrary width.
x, w, K = sp.symbols("x w K", positive=True)
trial = sp.tanh(x / w)
current = trial - trial**3 + K * sp.diff(trial, x, 2)
factored = trial * (1 - trial**2) * (1 - 2 * K / w**2)
assert sp.expand(current - factored) == 0
assert sp.expand(current.subs(w, sp.sqrt(2 * K))) == 0

# A nonzero constant current cannot join the two outer facet slopes.
area_mismatches = []
for J0 in (0.1, 0.2, 0.3):
    low, middle, high = np.sort(np.roots([1, 0, -1, J0]).real)
    area = quad(lambda s: J0 - s + s**3, low, high)[0]
    formula = (high - low) * middle * (1 - 0.75 * middle**2)
    assert abs(area - formula) < 1e-9
    assert abs(area) > 0.05
    area_mismatches.append(area)

# Conserved evolution from a boundary that is initially twice too wide.
K_test = 0.8
cells, half_box = 200, 10.0
dx = 2 * half_box / cells
grid = -half_box + (np.arange(cells) + 0.5) * dx
second = (np.diag(-2 * np.ones(cells)) + np.diag(np.ones(cells - 1), 1)
          + np.diag(np.ones(cells - 1), -1))
second[0, 0] = second[-1, -1] = -1
second /= dx**2


def slope_rate(t, m):
    return -second @ (m - m**3 + K_test * (second @ m))


def slope_jacobian(t, m):
    return -second @ (np.diag(1 - 3 * m**2) + K_test * second)


width_test = np.sqrt(2 * K_test)
target = np.tanh(grid / width_test)
start = np.tanh(grid / (2 * width_test))
run = solve_ivp(slope_rate, (0, 300), start, method="BDF",
                jac=slope_jacobian, rtol=1e-6, atol=1e-8)
assert run.success
final = run.y[:, -1]
start_error = np.max(np.abs(start - target))
final_error = np.max(np.abs(final - target))
relaxed_width = np.interp(np.tanh(1.0), final[cells // 2:],
                          grid[cells // 2:])
# The tolerance covers the second-order grid error.
assert start_error > 0.1 and final_error < 3e-3
assert abs(relaxed_width / width_test - 1) < 5e-3

# Physical model parameters.
alpha = 0.1          # nm^2/s
kappa = 0.8          # nm^4/s
m0 = 0.2             # facet slope
layer = 0.2          # nm
deposition = 0.02    # nm/s
atom_volume = 0.012  # nm^3
lam = 0.5            # nm^3/s, trial asymmetry
ell = np.sqrt(2 * kappa / alpha)


def zero_current_profile(length, end_slope, asymmetry=0.0, periodic=False):
    """Solve J = 0 from a slope zero to a facet or to a slope extremum."""
    def equations(s, y):
        drive = alpha * y[0] * (1 - y[0]**2 / m0**2)
        return np.vstack((y[1],
                          -(drive + 2 * asymmetry * y[0] * y[1]) / kappa))

    def ends(ya, yb):
        last = yb[1] if periodic else yb[0] - end_slope
        return np.array([ya[0], last])

    s = np.linspace(0, length, 201)
    guess_width = 5.0
    guess = np.vstack((end_slope * np.tanh(s / guess_width),
                       end_slope / guess_width / np.cosh(s / guess_width)**2))
    result = solve_bvp(equations, ends, s, guess, tol=1e-8, max_nodes=20000)
    assert result.success
    return result.sol


far = 40.0
valley = zero_current_profile(far, m0)
points = np.linspace(0, far, 8001)
valley_slope = valley(points)[0]
assert np.max(np.abs(valley_slope - m0 * np.tanh(points / ell))) < 1e-6
bvp_width = m0 / valley(0.0)[1]
assert abs(bvp_width / ell - 1) < 1e-5
x90 = brentq(lambda s: valley(s)[0] - 0.9 * m0, 0.1, 20)
assert abs(x90 - ell * np.arctanh(0.9)) < 1e-4
filling = quad(lambda s: m0 - valley(s)[0], 0, far, limit=200)[0]
assert abs(filling - m0 * ell * np.log(2)) < 1e-5
core_rise = quad(lambda s: valley(s)[0], 0, ell)[0]
assert abs(core_rise - m0 * ell * np.log(np.cosh(1))) < 1e-5


# Growth rate of a small ripple, obtained from the full nonlinear current.
def ripple_rate(q):
    n = 64
    phase = 2 * np.pi * np.arange(n) / n
    wave_numbers = q * np.fft.fftfreq(n, 1 / n)

    def curvature(f):
        return np.fft.ifft(-wave_numbers**2 * np.fft.fft(f)).real

    amplitude = 1e-4
    m = amplitude * np.cos(phase)
    J = alpha * m * (1 - m**2 / m0**2) + kappa * curvature(m)
    return 2 * np.mean(-curvature(J) * np.cos(phase)) / amplitude


for q in (0.1, 0.25, 0.4):
    assert abs(ripple_rate(q) - (alpha * q**2 - kappa * q**4)) < 1e-7
best = minimize_scalar(lambda q: -ripple_rate(q), bounds=(0.05, 0.6),
                       method="bounded", options={"xatol": 1e-9})
first_spacing = 2 * np.pi / best.x
growth_time = -1 / best.fun
assert abs(first_spacing / (2 * np.pi * ell) - 1) < 1e-4
assert abs(growth_time / (4 * kappa / alpha**2) - 1) < 1e-4

# Valley and top widths when up-down symmetry is broken.
B = lam * m0 / alpha
asymmetric_widths = []
for sign in (1, -1):
    profile = zero_current_profile(far, sign * m0, asymmetry=lam)
    numerical = sign * m0 / profile(0.0)[1]
    predicted = -sign * B + np.sqrt(B**2 + ell**2)
    assert abs(numerical / predicted - 1) < 1e-4
    shape = sign * m0 * np.tanh(points / predicted)
    assert np.max(np.abs(profile(points)[0] - shape)) < 1e-5
    asymmetric_widths.append(numerical)


# Peak slope of periodic stationary profiles: solver against elliptic form.
def elliptic_peak(period):
    def excess(k2):
        return 4 * ellipk(k2) * np.sqrt(kappa / alpha * (1 + k2)) - period
    k2 = brentq(excess, 1e-8, 1 - 1e-12)
    return np.sqrt(2 * k2 / (1 + k2))


later_spacing = 60.0
peak_ratios = []
for period in (first_spacing, later_spacing):
    profile = zero_current_profile(period / 4, m0, periodic=True)
    ratio = profile(period / 4)[0] / m0
    assert abs(ratio - elliptic_peak(period)) < 1e-5
    peak_ratios.append(ratio)

# Unrelaxed deposition noise over an area ell^2 during one growth time.
deposited = deposition * growth_time
mean_atoms = deposited * ell**2 / atom_volume
noise = np.sqrt(deposited * atom_volume) / ell
rng = np.random.default_rng(7)
sampled = rng.poisson(mean_atoms, 20000) * atom_volume / ell**2
assert abs(np.std(sampled) / noise - 1) < 0.03

# Small-slope error and thermal sensitivity under stated trial assumptions.
curvature_factor = (1 + m0**2)**1.5
barrier, T_low, T_high = 0.5, 300.0, 310.0
k_B = physical_constants["Boltzmann constant in eV/K"][0]
kappa_ratio = np.exp(barrier / k_B * (1 / T_low - 1 / T_high))
ell_hot = np.sqrt(2 * kappa * kappa_ratio / alpha)

print("REDUCED MODEL")
print(f"K in evolution test: {K_test:.2f} (reduced)")
print(f"Predicted boundary width: {width_test:.4f} (reduced)")
print(f"Width after evolution: {relaxed_width:.4f} (reduced)")
print(f"Largest initial slope error: {start_error:.3f} (reduced)")
print(f"Largest final slope error: {final_error:.1e} (reduced)")
print(f"Area mismatch at J0 = 0.1: {area_mismatches[0]:.4f} (reduced)")
print("PHYSICAL INPUTS")
print(f"alpha: {alpha:.2f} nm^2/s")
print(f"kappa: {kappa:.2f} nm^4/s")
print(f"Facet slope m0: {m0:.2f} (dimensionless)")
print(f"Facet angle: {np.degrees(np.arctan(m0)):.1f} degrees")
print(f"Layer height: {layer:.2f} nm")
print(f"Deposition rate: {deposition:.3f} nm/s")
print(f"Atomic volume: {atom_volume:.3f} nm^3")
print("BOUNDARY")
print(f"Width ell from formula: {ell:.4f} nm")
print(f"Width ell from boundary-value solver: {bvp_width:.4f} nm")
print(f"Distance between -90% and +90% slopes: {2*x90:.2f} nm")
print(f"Corner filling: {filling:.3f} nm")
print(f"Height rise from centre to x = ell: {core_rise:.3f} nm")
print(f"Fastest-growing mound spacing: {first_spacing:.2f} nm")
print(f"Ripple growth time: {growth_time:.1f} s")
print("NEGLECTED EFFECTS")
print(f"Corner filling in layers: {filling/layer:.2f} layers")
print(f"Facet terrace width: {layer/m0:.2f} nm")
print(f"ell in terrace widths: {ell*m0/layer:.2f} terraces")
print(f"Trial asymmetry lambda: {lam:.2f} nm^3/s")
print(f"Asymmetry length B: {B:.2f} nm")
print(f"Valley width with asymmetry: {asymmetric_widths[0]:.3f} nm")
print(f"Mound-top width with asymmetry: {asymmetric_widths[1]:.3f} nm")
print(f"Peak slope / m0 at first spacing: {peak_ratios[0]:.4f}")
print(f"Later mound spacing: {later_spacing:.1f} nm")
print(f"Peak slope / m0 at later spacing: {peak_ratios[1]:.4f}")
print(f"Deposit in one growth time: {deposited:.2f} nm")
print(f"Mean atoms deposited on ell^2: {mean_atoms:.0f} atoms")
print(f"Unrelaxed shot-noise height: {noise:.3f} nm")
print(f"Shot noise / corner filling: {100*noise/filling:.1f} %")
print(f"Curvature factor (1+m0^2)^(3/2): {curvature_factor:.4f}")
print(f"Trial activation energy: {barrier:.2f} eV")
print(f"Temperatures compared: {T_low:.0f} and {T_high:.0f} K")
print(f"kappa ratio for this rise: {kappa_ratio:.3f}")
print(f"ell at higher temperature: {ell_hot:.3f} nm")
print("verified")
```

Printed output:

```
REDUCED MODEL
K in evolution test: 0.80 (reduced)
Predicted boundary width: 1.2649 (reduced)
Width after evolution: 1.2650 (reduced)
Largest initial slope error: 0.300 (reduced)
Largest final slope error: 3.5e-04 (reduced)
Area mismatch at J0 = 0.1: 0.1997 (reduced)
PHYSICAL INPUTS
alpha: 0.10 nm^2/s
kappa: 0.80 nm^4/s
Facet slope m0: 0.20 (dimensionless)
Facet angle: 11.3 degrees
Layer height: 0.20 nm
Deposition rate: 0.020 nm/s
Atomic volume: 0.012 nm^3
BOUNDARY
Width ell from formula: 4.0000 nm
Width ell from boundary-value solver: 4.0000 nm
Distance between -90% and +90% slopes: 11.78 nm
Corner filling: 0.555 nm
Height rise from centre to x = ell: 0.347 nm
Fastest-growing mound spacing: 25.13 nm
Ripple growth time: 320.0 s
NEGLECTED EFFECTS
Corner filling in layers: 2.77 layers
Facet terrace width: 1.00 nm
ell in terrace widths: 4.00 terraces
Trial asymmetry lambda: 0.50 nm^3/s
Asymmetry length B: 1.00 nm
Valley width with asymmetry: 3.123 nm
Mound-top width with asymmetry: 5.123 nm
Peak slope / m0 at first spacing: 0.8008
Later mound spacing: 60.0 nm
Peak slope / m0 at later spacing: 0.9978
Deposit in one growth time: 6.40 nm
Mean atoms deposited on ell^2: 8533 atoms
Unrelaxed shot-noise height: 0.069 nm
Shot noise / corner filling: 12.5 %
Curvature factor (1+m0^2)^(3/2): 1.0606
Trial activation energy: 0.50 eV
Temperatures compared: 300 and 310 K
kappa ratio for this rise: 1.866
ell at higher temperature: 5.464 nm
verified
```
